# Quantum capacitance of graphene and a topological-insulator surface

## The question

A sheet of electrons has the Dirac spectrum $E=\pm\hbar v k$, where $k$ is the wavevector measured from the Dirac point and $v$ is a constant velocity. Each band holds $g$ states per wavevector; $g$ is called the number of flavours. Two sheets are compared.

- Graphene has two spins and two valleys, so $g=4$, with velocity $v_0$.
- One surface of a topological insulator has $g=1$ and velocity $v_0/2$. Its cone is called nondegenerate because each wavevector and band holds one state. The word does not refer to Boltzmann statistics.

The electrons are independent and the sheets are clean. The density $n$ is the number of electrons minus holes per area, so $n=0$ when the Fermi energy lies at the Dirac point; take $n>0$. The electron charge is $-e$ with $e>0$. Algebra is in Gaussian units, where a capacitance per area is an inverse length. Numbers are in engineering units.

## (a) Where quantum capacitance comes from

**A metal gate is separated from the grounded sheet by an insulator of thickness $d$ and relative permittivity $\kappa$. Show that the sheet adds a capacitance $C_Q=e^2\,dn/d\mu$ in series with the insulator, where $\mu$ is the chemical potential measured from the Dirac point.**

**Answer.** A voltmeter reads differences of electrochemical potential. For an electron in the sheet this is $\mu-e\phi_s$, with $\phi_s$ the electrostatic potential of the sheet. In the gate it is $w-e\phi_g$, where $w$ is a constant because a good metal has so many states that its filling hardly changes. With the gate at voltage $V$ relative to the sheet,
$$eV=(\mu-e\phi_s)-(w-e\phi_g)=\mu+e(\phi_g-\phi_s)-w .$$
The constant $w$ shifts the origin of $V$; measuring $V$ from the neutral sheet removes it.

The sheet carries charge $-en$ per area and the gate $+en$. Gauss's law gives the field $4\pi en/\kappa$ in the insulator, so
$$\phi_g-\phi_s=\frac{4\pi e n d}{\kappa}=\frac{en}{C_{ox}},\qquad C_{ox}=\frac{\kappa}{4\pi d}.$$
Hence $V=\mu/e+en/C_{ox}$. The measured differential capacitance is $C=e\,dn/dV$. Differentiating $V$ with respect to the charge $en$,
$$\frac1C=\frac{dV}{d(en)}=\frac{1}{e^2}\frac{d\mu}{dn}+\frac1{C_{ox}}=\frac1{C_Q}+\frac1{C_{ox}},\qquad C_Q=e^2\frac{dn}{d\mu}.$$

The quantum term is the price of filling higher levels. A sheet with a large density of states accepts charge with little rise of $\mu$; its $C_Q$ is large and barely affects the series sum.

## (b) One Dirac cone at zero temperature

**Find the Fermi wavevector, the Fermi energy and $C_Q$ as functions of $n$, $g$ and $v$.**

**Answer.** In a periodic box of area $A$, each allowed wavevector occupies an area $(2\pi)^2/A$ of $k$-space. At zero temperature the added electrons fill a disc of radius $k_F$, so
$$n=\frac{g}{A}\,\frac{\pi k_F^2}{(2\pi)^2/A}=\frac{g k_F^2}{4\pi},\qquad k_F=\sqrt{\frac{4\pi n}{g}} .$$
The highest filled level is
$$E_F=\hbar v k_F=\hbar v\sqrt{\frac{4\pi n}{g}} .$$
At zero temperature $\mu=E_F$. Squaring the last equation gives $n=gE_F^2/(4\pi\hbar^2v^2)$, and the density of states follows by differentiation:
$$D(E_F)=\frac{dn}{dE_F}=\frac{gE_F}{2\pi\hbar^2v^2}=\frac{2n}{E_F}.$$
Inserting $E_F$,
$$C_Q=e^2\,\frac{g}{2\pi\hbar^2v^2}\,\hbar v\sqrt{\frac{4\pi n}{g}}
=\frac{e^2}{\hbar v}\,\frac{\sqrt{4\pi g n}}{2\pi}
=\frac{e^2}{\hbar v}\sqrt{\frac{gn}{\pi}} .$$

The units agree: $e^2/(\hbar v)$ is a pure number in Gaussian units and $\sqrt n$ is an inverse length. As $n\to0$, $C_Q$ vanishes, because the density of states vanishes at the Dirac point.

## (c) The comparison

**Show that the two sheets have the same $C_Q$ at equal density, although the topological insulator has a quarter of the flavours. What would happen if its velocity were not halved?**

**Answer.** From (b), $C_Q$ depends on the material through $\sqrt g/v$. For the two sheets,
$$\frac{\sqrt4}{v_0}=\frac{2}{v_0},\qquad \frac{\sqrt1}{v_0/2}=\frac{2}{v_0}.$$
The values are equal, so
$$C_Q^{\rm TI}(n)=C_Q^{\rm graphene}(n)=\frac{2e^2}{\hbar v_0}\sqrt{\frac n\pi}$$
for every $n$ at which the model holds. With the velocity left at $v_0$, the ratio would be $\sqrt{1/4}=1/2$.

The Fermi energies show how the compensation works. With one flavour instead of four, the same electrons need a disc of four times the area, so $k_F$ doubles. The halved velocity makes each unit of $k$ cost half the energy. Hence $E_F=\hbar vk_F$ is unchanged, and so is $D=2n/E_F$.

Seen at fixed energy instead, a slower cone is wider. Its radius $k=E/(\hbar v)$ doubles, its area grows fourfold, and this makes up for the factor of four in $g$.

## (d) Nonzero temperature

**Does the equality survive at a common temperature $T$? Derive $C_Q(\mu,T)$ and examine its limits.**

**Answer.** Write $a=g/(2\pi\hbar^2v^2)$, so that both bands have density of states $a|E|$. A state at energy $-E$ in the lower band is empty with probability
$$1-\frac{1}{e^{(-E-\mu)/k_BT}+1}=\frac{1}{e^{(E+\mu)/k_BT}+1}.$$
Let $f(x)=1/(e^{x/k_BT}+1)$. Electrons minus holes give
$$n=a\int_0^\infty E\,[f(E-\mu)-f(E+\mu)]\,dE .$$
To differentiate with respect to $\mu$, use $\partial_\mu f(E-\mu)=-\partial_E f(E-\mu)$ and $\partial_\mu f(E+\mu)=+\partial_E f(E+\mu)$:
$$\frac{dn}{d\mu}=-a\int_0^\infty E\,\partial_E[f(E-\mu)+f(E+\mu)]\,dE
=a\int_0^\infty[f(E-\mu)+f(E+\mu)]\,dE .$$
The second form is an integration by parts; the boundary term vanishes at $E=0$ through the factor $E$, and at infinity through $f$. Since $\int_0^\infty f(E-\mu)\,dE=k_BT\ln(1+e^{\mu/k_BT})$,
$$\frac{dn}{d\mu}=ak_BT\ln\left[(1+e^{\mu/k_BT})(1+e^{-\mu/k_BT})\right].$$
The product in brackets is $2+2\cosh(\mu/k_BT)=4\cosh^2(\mu/2k_BT)$. Therefore
$$C_Q=e^2\,\frac{g}{2\pi\hbar^2v^2}\,2k_BT\ln\left[2\cosh\frac{\mu}{2k_BT}\right].$$

Both $n(\mu,T)$ and $C_Q(\mu,T)$ contain the material through $g/v^2$ alone. This is $4/v_0^2$ for graphene and $1/(v_0/2)^2=4/v_0^2$ for the surface. Equal $n$ and $T$ thus imply equal $\mu$ and equal $C_Q$. The equality is not confined to zero temperature.

For the limits, rewrite
$$2k_BT\ln\left[2\cosh\frac{\mu}{2k_BT}\right]=|\mu|+2k_BT\ln\left(1+e^{-|\mu|/k_BT}\right).$$
For $|\mu|\gg k_BT$ the last term is negligible and the result of (b) returns. At neutrality, $C_Q=2ae^2k_BT\ln2$, which is not zero: thermal electrons and holes respond to the gate even when their charges cancel. The formula of (b) therefore needs $E_F\gg k_BT$.

The last term is positive, so at given $\mu>0$ the slope $dn/d\mu$ exceeds its zero-temperature value $a\mu$. Integrating from the neutral point $\mu=0$ gives $n(\mu,T)>a\mu^2/2$. At fixed $n$, warming must then lower $\mu$.

## (e) Numbers for the sheets

**Take $n=10^{12}$ cm$^{-2}$ and $v_0=10^8$ cm/s. Find $k_F$, $E_F$ and $C_Q$, and the change of $C_Q$ at 300 K.**

**Answer.** For graphene $k_F=\sqrt{\pi n}=\sqrt\pi\times10^6$ cm$^{-1}=0.177$ nm$^{-1}$. For the surface $k_F=\sqrt{4\pi n}=0.354$ nm$^{-1}$. With $\hbar=6.582\times10^{-16}$ eV s, graphene has
$$E_F=(6.582\times10^{-8}\ \text{eV cm})(\sqrt\pi\times10^6\ \text{cm}^{-1})=0.1167\ \text{eV}.$$
The surface has half the first factor and twice the second, hence the same $E_F$. The common density of states is
$$D=\frac{2n}{E_F}=\frac{2\times10^{12}}{0.1167}=1.71\times10^{13}\ \text{eV}^{-1}\text{cm}^{-2}.$$
In SI form, $e^2D$ with $D$ per eV becomes $e$ in coulombs times $D$, in farads per area:
$$C_Q=2.75\ \mu\text{F/cm}^2 .$$
In Gaussian units this is $2.47\times10^6$ cm$^{-1}$.

At 300 K, the density integral of (d) was evaluated by Simpson's rule and solved for $\mu$ by root finding. It gives $\mu=0.107$ eV and $C_Q=2.54\ \mu$F/cm$^2$ for both ideal cones, 7.6% below the zero-temperature value. The fall of $\mu$ alone would lower $C_Q$ by about 8%; the positive logarithmic term in (d) returns a little of this.

## (f) The gate stack

**The insulator is 10 nm thick with relative permittivity 20. Find the differential capacitance and gate voltage at zero temperature. Are breakdown and tunnelling a concern?**

**Answer.** In SI form $C_{ox}=\varepsilon_0\kappa/d$, so
$$C_{ox}=\frac{(8.854\times10^{-14}\ \text{F/cm})(20)}{10^{-6}\ \text{cm}}=1.77\ \mu\text{F/cm}^2,$$
$$C=\frac{1.771\times2.747}{1.771+2.747}=1.08\ \mu\text{F/cm}^2 .$$
The quantum term lowers the capacitance to 61% of the oxide value. The charge $en=0.160\ \mu$C/cm$^2$ drops $0.160/1.771=0.090$ V across the oxide, and
$$V=0.1167+0.0905=0.207\ \text{V}.$$

The ratio of total charge to total voltage is $0.160/0.207=0.77\ \mu$F/cm$^2$, smaller than $C$. The reason is that $C_Q$ grows with filling: $en/(E_F/e)=e^2n/E_F=C_Q/2$, so the accumulated charge sees half the differential quantum capacitance.

The oxide field is 0.090 V over 10 nm, or 0.09 MV/cm, about 2% of a rough breakdown field of 4 MV/cm. For tunnelling, take a rectangular barrier of height $\Phi=1.5$ eV and mass $0.2m$, both rough, with $m$ the free-electron mass. The probability scales as $e^{-S}$ with
$$S=\frac{2d}{\hbar}\sqrt{2(0.2m)\Phi}\approx56 .$$
Direct tunnelling is negligible in this defect-free estimate.

## (g) A cone that is not straight

**Generalize (b) to an isotropic band $E(k)$ that rises with $k$. Apply it to a surface electron band $E=\hbar vk+\hbar^2k^2/2m^*$, with $v=v_0/2$ and $m^*=0.25m$. Which velocity must be halved?**

**Answer.** Counting states does not involve the energy, so $k_F=\sqrt{4\pi n/g}$ still holds. With the local velocity $v_F=\hbar^{-1}dE/dk$ at $k_F$, the chain rule gives
$$C_Q=e^2\frac{dn/dk_F}{dE_F/dk_F}=e^2\frac{gk_F/2\pi}{\hbar v_F}=\frac{e^2}{\hbar v_F}\sqrt{\frac{gn}{\pi}} .$$
The velocity that matters is the one at the Fermi wavevector. At the density of (e),
$$v_F=v+\frac{\hbar k_F}{m^*}=6.6\times10^7\ \text{cm/s}$$
instead of $5.0\times10^7$ cm/s. Hence
$$C_Q=2.747\times\frac{5.00}{6.64}=2.07\ \mu\text{F/cm}^2,$$
25% below graphene's value. The Fermi energy rises to 0.136 eV.

The extra velocity is proportional to $k_F\propto\sqrt n$, so the equality returns as $n$ falls, provided $E_F$ stays well above $k_BT$. For these parameters that requires low temperature: at 300 K and $n=3\times10^{11}$ cm$^{-2}$, $E_F$ is only about $2.5k_BT$ while the deficit is still about 15%. At a fixed higher density it holds if the local velocity is half of graphene's.

## (h) A real film

**The parameters above are rough values for graphene and for a bismuth selenide surface under a high-permittivity oxide. Would a gate measurement on a 10 nm film of the latter reproduce the equality? Estimate the main corrections.**

**Answer.** Not directly: the result concerns one surface, and a film has two, with a bulk between them. Let the back surface have the same density, and let both surfaces be grounded. There is then no net potential drop across the film, so the back charge must be balanced by dopants or a back gate rather than by the front gate. For a small change, fixed electrochemical potential requires $\delta\mu_i=e\,\delta\phi_i$, so surface $i$ gains charge of magnitude $e\,\delta n_i=C_Q\,\delta\phi_i$. The field lines that end on the back surface cross the film, so $e\,\delta n_2=C_f(\delta\phi_1-\delta\phi_2)$. Eliminating $\delta\phi_2$,
$$\delta\phi_1=e\,\delta n_2\left(\frac1{C_f}+\frac1{C_Q}\right).$$
The back surface thus adds a branch in parallel with the front one. For a rough film permittivity of 100, $C_f=8.85\ \mu$F/cm$^2$, and the branch is
$$\frac{8.854\times2.747}{8.854+2.747}=2.10\ \mu\text{F/cm}^2,$$
or 76% of the ideal $C_Q$. Behind the oxide of (f), the total becomes $1.771\times4.843/(1.771+4.843)=1.30\ \mu$F/cm$^2$, 20% above the single-surface value. A thicker film has a smaller $C_f$ and a weaker branch. These figures use straight cones at zero temperature. If the front gate alone charges an initially neutral film, the back surface holds only $7.7\times10^{11}$ cm$^{-2}$ and the branch is $1.90\ \mu$F/cm$^2$, 69% of the ideal $C_Q$. The permittivity that counts is the one across the layers; a value of 30 would lower that branch to $1.14\ \mu$F/cm$^2$.

Bulk states also respond at 300 K. Take a parabolic bulk band of mass $0.15m$ whose edge lies 0.20 eV above the Dirac point, both rough. Holding the surface density at $10^{12}$ cm$^{-2}$ and using the curved electron band of (g) with a straight hole band gives $\mu=0.130$ eV. Integrating the Fermi occupation over bulk wavevectors and multiplying by the thickness gives $1.0\times10^{11}$ electrons per cm$^2$. Their response $e^2dn/d\mu$ is $0.58\ \mu$F/cm$^2$, 21% of the ideal $C_Q$. For this isotropic mass it is an upper estimate: it lets the whole film follow the front potential and ignores the splitting of bulk states into subbands. The splitting matters at 10 nm. With hard walls and the same mass across the film, the lowest subband lies $\hbar^2\pi^2/(2\times0.15m\,d_f^2)\approx0.025$ eV above the bulk edge, where $d_f$ is the film thickness. This is about $k_BT$, and summing over the subbands reduces the response to about $0.26\ \mu$F/cm$^2$, or 10% of the ideal $C_Q$. Both figures depend strongly on the mass across the film, which in this layered crystal is heavier than the in-plane mass. With a rough $0.5m$ across the film and $0.15m$ in the plane, the lowest subband lies only 0.0075 eV above the edge, the subband sum gives $0.74\ \mu$F/cm$^2$ and the continuum estimate $1.06\ \mu$F/cm$^2$. Crystals with unintended bulk doping can have $\mu$ inside the bulk band, where the single-cone model does not apply.

Two other corrections are small here:

- Hexagonal warping changes the surface band to $E^2=(\hbar vk)^2+(\lambda k^3\cos3\theta)^2$, with $\theta$ the direction of $\mathbf k$. For a rough $\lambda=0.13$ eV nm$^3$, numerical counting of the area inside the energy contour lowers $C_Q$ by 0.3% at fixed density.
- Slow density variations of rms size $\delta n$ change the mean of $\sqrt n$ by a fraction $-(\delta n/n)^2/8$, from the second-order Taylor term. A rough $\delta n=2\times10^{11}$ cm$^{-2}$ gives $-0.5\%$. The expansion needs $\delta n\ll n$: it gives $-3\%$ at $\delta n=n/2$ and fails when $\delta n$ approaches $n$, as it can on disordered surfaces.

Electron interactions are a further omission. They can make the velocity depend on density and add their own term to $d\mu/dn$, differently in the two materials. The equality of $g/v^2$ then no longer guarantees equal capacitance.

For this film, the back surface, the band curvature and the bulk carriers therefore outweigh warping and puddles. Curvature lowers the surface's own capacitance, while the other two add parallel charge. In these estimates the additions are larger than the reduction, so the film's response would exceed graphene's. With curved bands on both surfaces at 300 K, permittivity 100 and the $0.26\ \mu$F/cm$^2$ bulk response spread through the film, the total is about $3.8\ \mu$F/cm$^2$ against graphene's 2.54, or 16% above graphene behind the oxide. With other film parameters the two could nearly cancel, so a total close to graphene's would not by itself establish the equality derived in (c). Testing that equality requires separating the front-surface response and knowing its velocity at $k_F$.

Numerical values quoted here were computed with a short program.
